# Mean-square displacement of a Lévy walk with heavy-tailed flight times

## Problem

Carriers of excess energy move along a line in straight flights. Each flight has the same speed $v$ and is directed left or right with equal probability. Its duration is drawn from a density $\psi(t)$, and all directions and durations are independent. A flight starts at $x=0$ at time $t=0$. At long times

$$\psi(t)\simeq \tfrac53 A\,t^{-8/3},\qquad \Psi(t)\equiv\int_t^\infty\psi(r)\,dr\simeq A\,t^{-5/3},$$

where $\Psi$ is the probability that a flight outlasts $t$. How does $m(t)=\langle x^2(t)\rangle$ grow at long times, and with what prefactor?

## A tempting solution

The mean duration $\bar\tau=\int_0^\infty\Psi\,dt$ is finite, so about $n=t/\bar\tau$ flights fit into time $t$. The mean square duration is infinite, so the longest flights should control the displacement. The longest of $n$ flights has a duration $T$ that is exceeded about once:

$$n\Psi(T)\approx1\quad\Rightarrow\quad T\approx(nA)^{3/5}.$$

The displacement is then of order $vT$, and squaring it gives

$$m(t)\sim v^2\left(\frac{At}{\bar\tau}\right)^{6/5}\propto t^{6/5}.\qquad\text{(wrong)}$$

## Where it fails

The estimate of $T$ is sound, but it describes a typical walker, and $m$ is an average over all walkers. Consider flights whose duration is a fixed fraction $\epsilon$ of $t$ or more. Their expected number is of order

$$\frac{t}{\bar\tau}\,A(\epsilon t)^{-5/3}\propto t^{-2/3},$$

so few walkers have one. Each such flight, however, adds a squared distance of order $v^2t^2$. The product grows as $t^{4/3}$, which is faster than $t^{6/5}$. The fault is the last step, where the square of a typical distance replaces the mean of the squared distance.

## Solution

**Sum over flights.** Let flight $i$ start at $S_i\le t$, with duration $\tau_i$ and direction $\sigma_i=\pm1$. By time $t$ it has lasted $\ell_i=\min(\tau_i,t-S_i)$, so $x=v\sum_i\sigma_i\ell_i$. Directions are independent of each other and of the durations, so the cross terms average to zero and

$$m(t)=v^2\Big\langle\sum_i\ell_i^2\Big\rangle .$$

A flight that started a time $y$ ago contributes on average

$$g(y)=v^2\left[\int_0^y r^2\psi(r)\,dr+y^2\Psi(y)\right].$$

The first term covers finished flights and the second covers unfinished ones. Since $\psi=-\Psi'$, integration by parts turns the integral into $-y^2\Psi(y)+2\int_0^y r\Psi\,dr$. The boundary terms cancel:

$$g(y)=2v^2\int_0^y r\Psi(r)\,dr .$$

Let $U(t)$ be the mean number of flights started by time $t$, including the first. Summing $g(t-s)$ over starts $s$, and noting that a given $r$ enters for all starts with $s\le t-r$, we obtain

$$m(t)=2v^2\int_0^t r\Psi(r)\,U(t-r)\,dr. \tag{1}$$

**Bounds on the number of flights.** The durations of all flights started by $t$ add up to $t+B$, where $B\ge0$ is the part of the last flight that lies beyond $t$. Whether flight $i$ starts by $t$ depends on earlier durations and not on $\tau_i$. Each started flight therefore contributes $\bar\tau$ on average:

$$\bar\tau\,U(t)=t+\langle B\rangle\quad\Rightarrow\quad U(t)\ge t/\bar\tau. \tag{2}$$

For an upper bound, shorten every duration to at most $c$. Starts then come no later, so their number cannot fall. The overshoot is at most $c$, and the mean duration becomes $\bar\tau_c=\int_0^c\Psi\,dr$. Hence

$$\frac{t}{\bar\tau}\le U(t)\le\frac{t+c}{\bar\tau_c}. \tag{3}$$

**Long times.** Define $J(t)=\int_0^t r\Psi\,dr$ and $I(t)=\int_0^t(t-r)\,r\Psi\,dr=\int_0^tJ(r)\,dr$. At large $r$ the integrand $r\Psi$ approaches $Ar^{-2/3}$, whose integral diverges. Any fixed early range adds only a constant to $J$, and beyond it the relative error of this form can be made as small as we like by starting late enough. Neither changes the leading growth. Therefore

$$J\simeq3A\,t^{1/3},\qquad I\simeq\tfrac94A\,t^{4/3}.$$

Inserting (3) in (1) gives

$$\frac{2v^2I}{\bar\tau}\le m\le\frac{2v^2(I+cJ)}{\bar\tau_c}.$$

At fixed $c$, $J/I\to0$ as $t\to\infty$. Afterwards $c$ may be taken as large as we like, so that $\bar\tau_c\to\bar\tau$. The bounds meet:

$$\boxed{\,m(t)\simeq\frac92\,\frac{v^2A}{\bar\tau}\,t^{4/3}\,} \tag{4}$$

The same integrals recover the tempting answer. If each duration in the squares is capped at a $T$ that is long compared with $\bar\tau$ but short compared with $t$, then $m$ becomes about $2v^2(t/\bar\tau)J(T)\simeq6v^2At\,T^{1/3}/\bar\tau$. With $T\propto t^{3/5}$ this grows as $t^{6/5}$. The missing growth comes from flights longer than $T$.

## How soon the law is reached

Take $\Psi=(1+u)^{-5/3}$ with $u=t/\tau_0$. Then $A=\tau_0^{5/3}$ and $\bar\tau=\tfrac32\tau_0$, so (4) becomes $3v^2\tau_0^2u^{4/3}$.

The lower bound $2v^2I/\bar\tau$ can be evaluated in full. Write $s(1+s)^{-5/3}=(1+s)^{-2/3}-(1+s)^{-5/3}$ and integrate each term twice from zero:

$$\int_0^u\frac{u-s}{(1+s)^{2/3}}ds=\tfrac94\big[(1+u)^{4/3}-1\big]-3u,$$
$$\int_0^u\frac{u-s}{(1+s)^{5/3}}ds=-\tfrac92\big[(1+u)^{1/3}-1\big]+\tfrac32u.$$

Subtracting, and multiplying by $2v^2\tau_0^3/\bar\tau=\tfrac43v^2\tau_0^2$, gives

$$m\ge v^2\tau_0^2\left\{3\big[(1+u)^{4/3}-1\big]+6\big[(1+u)^{1/3}-1\big]-6u\right\}. \tag{5}$$

What (5) omits is the overshoot in (2). A flight of age $y$ contributes $\int_y^\infty\Psi\,dr=\tfrac32\tau_0(1+y/\tau_0)^{-2/3}$ to $\langle B\rangle$. At long times starts have mean density $1/\bar\tau$, so

$$\langle B\rangle\simeq\int_0^t\frac{dy}{(1+y/\tau_0)^{2/3}}\simeq3\tau_0u^{1/3}.$$

Using the mean density is safe at small ages too. An interval of length $a$ contains on average at most $U(a)$ starts, because the count begins afresh at the first of them. Ages below $\epsilon t$ thus contribute at most order $\tau_0(\epsilon u)^{1/3}$, and for the rest $U/t\to1/\bar\tau$ suffices.

Hence $U-t/\bar\tau\simeq2u^{1/3}$, and (1) gains

$$4v^2\tau_0^2\int_0^us^{-2/3}(u-s)^{1/3}ds=4B(\tfrac13,\tfrac43)\,v^2\tau_0^2\,u^{2/3},$$

where $B(\cdot,\cdot)$ is the beta function and the coefficient is 10.60. To this order,

$$\frac{m}{v^2\tau_0^2}\simeq3u^{4/3}-6u+10.60\,u^{2/3}. \tag{6}$$

The first correction, relative to the leading law, is $-2u^{-1/3}$ and fades slowly. Differentiating the first two terms of (6) gives a local exponent $d\ln m/d\ln t\approx\tfrac43+\tfrac23u^{-1/3}$, which approaches $4/3$ from above.

For numerical values, take Laplace transforms, marked by hats, with variable $p$. The first flight either outlasts $t$ or ends and restarts the count, so $U=1+\int_0^t\psi(s)U(t-s)ds$. This gives $\hat U=1/[p(1-\hat\psi)]=1/(p^2\hat\Psi)$. Equation (1) is a convolution, so $\hat m=-2v^2\hat\Psi'(p)/[p^2\hat\Psi(p)]$. Numerical inversion yields:

| $u$ | $m$/leading law | local exponent |
|---|---|---|
| $10^3$ | 0.830 | 1.392 |
| $10^6$ | 0.980 | 1.340 |
| $10^9$ | 0.998 | 1.334 |

A fit over a short range near $u=10^3$ would thus suggest an exponent near 1.39, although the limit is $4/3$.

The prefactor in (4) was also tested on a density with a minimum duration $t_0$: $\Psi=1$ below $t_0$ and $(t/t_0)^{-5/3}$ above. Here $\bar\tau=\tfrac52t_0$. At $t=10^9t_0$ the ratio of $m$ to (4) was 0.9989.

## Two other cases

**Stationary start.** Suppose the walk has been running for a long time when the clock starts. The fraction of time at which the current flight has more than $t$ left is $\bar\tau^{-1}\int_t^\infty\Psi\,dr=(1+u)^{-2/3}$. Velocities in different flights are uncorrelated, so the velocity correlation is $C(t)=v^2(1+u)^{-2/3}$. Then

$$m_{\rm st}=2\int_0^t(t-s)C(s)\,ds=v^2\tau_0^2\left\{\tfrac92\big[(1+u)^{4/3}-1\big]-6u\right\}.$$

The exponent is unchanged, but the leading prefactor is $3/2$ times larger, because a clock started at random is more likely to fall within a long flight.

**Exponential durations.** With $\Psi=e^{-t/\bar\tau}$ the remaining duration has the same distribution at any age. Thus $C=v^2e^{-t/\bar\tau}$, and the same double integral gives

$$m_{\exp}=2v^2\bar\tau^2\left(t/\bar\tau-1+e^{-t/\bar\tau}\right),$$

which grows linearly at long times. Both walks have a finite mean flight time. The faster growth comes from the slow tail $t^{-5/3}$ of $\Psi$, which makes the mean square duration infinite.

## Numbers on the scale of a carbon nanotube

Let $v=10$ nm/ps, $\tau_0=1$ ps and $t=1000$ ps, so $u=1000$ and $\bar\tau=1.5$ ps. The leading law gives

$$m\approx3(10\ \text{nm})^2(1000)^{4/3}=3.00\times10^6\ \text{nm}^2.$$

The full model value is $2.49\times10^6$ nm², or an rms distance of 1578 nm (1.58 µm). It lies 17 % below the leading law; the corrections in (6) predict $-20\,\%+3.5\,\%$. Direct random walks gave $(2.495\pm0.031)\times10^6$ nm², where the uncertainty is one standard error.

The effective diffusivity is $m/(2t)=1245$ nm²/ps $=12.45$ cm²/s. It is not a material constant, since it grows as $t^{1/3}$ at long times. Exponential flights with the same speed and mean duration give $3.00\times10^5$ nm², smaller by a factor of 8.3. A stationary start gives $3.91\times10^6$ nm², larger than the flight start by a factor of 1.57.

The speed, 10 km/s, is a round value of acoustic order. Twisting and stretching waves in a single-walled carbon nanotube are faster, roughly 14 and 20 km/s, and $m$ scales as $v^2$. The time $\tau_0$ is also a round model choice. It is not claimed that heat in real tubes follows (4). One assumption likely to fail is the unbroken tail, since additional scattering can end long flights. Multiplying $\Psi$ by $e^{-t/\tau_c}$ models one kind of loss, an extra scattering rate $1/\tau_c$ that is the same for every carrier. Scattering whose rate vanishes for long-wavelength vibrations is not described by this factor and can leave a power-law tail. For $\tau_c=100$ ps, a cutoff length $v\tau_c$ of one micrometre (the mean flight is far shorter, below $v\bar\tau=15$ nm), $m$ at 1000 ps falls by 54 % and the local exponent between 900 and 1000 ps is 1.05, close to ordinary diffusion. For $\tau_c=1000$ ps the loss is 14 % and the exponent 1.27. The $t^{4/3}$ law thus needs a window $\tau_0\ll t\ll\tau_c$, and its slow corrections make that window hard to obtain. Since the exponent at 1000 ps is 1.27 for $\tau_c=1000$ ps and 1.39 without the cut, it passes through $4/3$ at some larger $\tau_c$ where the two corrections cancel, so a fitted exponent of $4/3$ does not by itself show that (4) has been reached.

Two other neglected effects are the spread of speeds and the finite length of the tube. If each flight draws its speed independently with a 30 % rms spread about $v$, then $\langle v^2\rangle$, and with it $m$, rises by 9 %. In a 10 µm tube with the walk started at its centre, 1.5 % of walkers reach an end within 1000 ps. That fraction understates their weight: placed 5000 nm from the centre, they would supply $0.0149\times(5000\ \text{nm})^2\approx3.7\times10^5$ nm², about 15 % of $m$. This suggests that the ends cannot be ignored, but it is not the change in $m$, which depends on whether walkers are reflected or absorbed there and was not modelled. The tempting solution missed the same point: long flights matter more to the mean square than to the typical walker. The numerical output below lists the values in full.

## Numbers as computed

```
speed = 10.0 nm/ps
time scale tau0 = 1.0 ps
mean flight time = 1.500 ps
observation time = 1000 ps
ballistic front = 10000 nm
mean flights begun = 684.8
t/mean flight time = 666.7
leading-law MSD = 3.0000e+06 nm^2
leading-law rms distance = 1732 nm
lower-bound MSD = 2.4091e+06 nm^2
full MSD (Laplace inversion) = 2.4890e+06 nm^2
full rms distance = 1578 nm
full MSD (renewal equation) = 2.4884e+06 nm^2
shift on doubling time step = -0.075 %
random-walk MSD = 2.495e+06 nm^2
random-walk standard error = 3.1e+04 nm^2
effective diffusivity MSD/(2t) = 12.45 cm^2/s
t/tau0 = 1e+03: MSD/leading law = 0.82967, local exponent = 1.39177
  (MSD - bound)/(v^2 tau0^2 u^(2/3)) = 7.9912
t/tau0 = 1e+06: MSD/leading law = 0.98035, local exponent = 1.33990
  (MSD - bound)/(v^2 tau0^2 u^(2/3)) = 10.3041
t/tau0 = 1e+09: MSD/leading law = 0.99800, local exponent = 1.33400
  (MSD - bound)/(v^2 tau0^2 u^(2/3)) = 10.5699
predicted limit 4B(1/3,4/3) = 10.5998
hard-minimum density, t/tau0 = 1e9: MSD/law = 0.99889
stationary-start MSD = 3.9056e+06 nm^2
stationary/flight-start ratio = 1.569
exponential-flight MSD = 2.9955e+05 nm^2
power-tail/exponential ratio = 8.31
cutoff 100 ps: MSD = 1.154e+06 nm^2, loss = 53.6 %
  local exponent over 900-1000 ps = 1.047
cutoff 1000 ps: MSD = 2.144e+06 nm^2, loss = 13.8 %
  local exponent over 900-1000 ps = 1.271
uncut local exponent over 900-1000 ps = 1.393
relative speed spread = 30 %
MSD increase from speed spread = 9.0 %
sampled increase = 9.9 %, standard error = 0.8 %
distance from centre to tube end = 5000 nm
fraction reaching an end = 1.49 %, standard error = 0.06 %
```
